# The Davis-Kahan sin theta theorem for Ritz subspaces, part 2

The problem is to bound the angles between a trial subspace and a subspace of wanted eigenvectors of an $n\times n$ Hermitian matrix $A$, which has the dimension of an energy unless stated otherwise. The $k$ wanted orthonormal eigenvectors form the columns of $X_1$, the $n-k$ unwanted ones those of $X_2$:

$$
AX_2=X_2\Lambda_2,\qquad X_1X_1^\dagger+X_2X_2^\dagger=I, \tag{1}
$$

where $\Lambda_2$ is the diagonal matrix of the unwanted eigenvalues $\lambda_j$. The trial subspace is spanned by the $k$ orthonormal columns of $Q$. The Ritz values $\theta_i$ are the eigenvalues of $H$, and $R$ is the residual:

$$
H=Q^\dagger AQ,\qquad R=AQ-QH. \tag{2}
$$

$$
Q^\dagger R=Q^\dagger AQ-Q^\dagger Q\,H=H-H=0. \tag{3}
$$

The spectral norm $\|\cdot\|_2$ is the largest singular value, $\|\cdot\|_F$ is the Frobenius norm, and $\|\cdot\|$ without an index is any unitarily invariant norm. They obey

$$
\|BCD\|\le\|B\|_2\,\|C\|\,\|D\|_2 . \tag{4}
$$

The cosines of the principal angles $\Theta_i$ are the singular values of $C=X_1^\dagger Q$. The nonzero sines are the nonzero singular values of

$$
S=X_2^\dagger Q \tag{6}
$$

so that $\|S\|=\|\sin\Theta\|$, where $\sin\Theta$ is the diagonal matrix of the sines. The matrix $S$ obeys the Sylvester equation

$$
\Lambda_2S-SH=Y,\qquad Y=X_2^\dagger R , \tag{8}
$$

with $\|Y\|\le\|R\|$. In the basis of Ritz vectors, the elements $s_{ji}$ of $S$ and $y_{ji}$ of $Y$ satisfy

$$
(\lambda_j-\theta_i)\,s_{ji}=y_{ji} . \tag{9}
$$

With the gap

$$
\delta=\min_{i,j}|\lambda_j-\theta_i| , \tag{10}
$$

assumed positive, the first form of the theorem holds for any arrangement of the levels:

$$
\|\sin\Theta\|_F\le\frac{\|R\|_F}{\delta} . \tag{12}
$$

It gives a weaker bound on the largest sine:

$$
\|\sin\Theta\|_2\le\|\sin\Theta\|_F\le\frac{\|R\|_F}{\delta}\le\sqrt{k}\,\frac{\|R\|_2}{\delta} . \tag{13}
$$

## The bound in other norms, its limits and a worked example

In this half $Q$ is the orthonormal trial basis of dimension $k$, $H=Q^\dagger AQ$ has the Ritz values $\theta_i$ as eigenvalues, and $R=AQ-QH$ is the residual. The unwanted eigenvectors $X_2$ of $A$ belong to the eigenvalues $\lambda_j$, collected in the diagonal matrix $\Lambda_2$. The matrix $S=X_2^\dagger Q$ has the sines of the principal angles as its singular values, apart from zeros, and obeys the Sylvester equation $\Lambda_2S-SH=Y$ with $Y=X_2^\dagger R$ and $\|Y\|\le\|R\|$. In the basis of Ritz vectors its elements satisfy $(\lambda_j-\theta_i)s_{ji}=y_{ji}$. For any arrangement of the levels, $\|\sin\Theta\|_F\le\|R\|_F/\delta$, where $\delta$ is the smallest distance between a Ritz value and an unwanted level. Unitarily invariant norms obey $\|BCD\|\le\|B\|_2\|C\|\|D\|_2$.

The element-by-element argument works for the Frobenius norm because that norm is a sum over elements. The spectral norm is not, and dividing each element of a matrix by a number of modulus at least $\delta$ can reduce the spectral norm by less than the factor $\delta$. A different argument is needed, and it requires more of the levels. Assume that all Ritz values lie in an interval with centre $c$ and half-width $r$, and that all unwanted levels lie outside it at a distance of at least $\delta>0$:

$$
|\theta_i-c|\le r,\qquad |\lambda_j-c|\ge r+\delta . \tag{15}
$$

Subtracting $cS$ from both sides of $\Lambda_2S=SH+Y$ gives

$$
(\Lambda_2-c)S=S(H-c)+Y . \tag{16}
$$

By (15) the diagonal matrix $\Lambda_2-c$ has an inverse, whose spectral norm is at most $1/(r+\delta)$, while $\|H-c\|_2\le r$. Solving (16) for the $S$ on the left and using the product inequality and the triangle inequality, one finds

$$
\|S\|=\big\|(\Lambda_2-c)^{-1}[S(H-c)+Y]\big\|\le\frac{r\|S\|+\|Y\|}{r+\delta} .
$$

Multiplication by $r+\delta$ gives $(r+\delta)\|S\|\le r\|S\|+\|Y\|$. The terms with $r$ cancel, so the width of the interval drops out, and

$$
\|\sin\Theta\|=\|S\|\le\frac{\|Y\|}{\delta}\le\frac{\|R\|}{\delta} . \tag{17}
$$

This is the Davis-Kahan theorem in every unitarily invariant norm, with the constant 1 and without the factor $\sqrt k$.

The two sets may exchange their roles. If the unwanted levels lie in the interval, $|\lambda_j-c|\le r$, and the Ritz values lie outside, $|\theta_i-c|\ge r+\delta$, then $H-c$ has an inverse, and (16) is solved for the other $S$:

$$
S=[(\Lambda_2-c)S-Y](H-c)^{-1},\qquad \|S\|\le\frac{r\|S\|+\|Y\|}{r+\delta} .
$$

The conclusion (17) is the same. The first arrangement occurs when levels inside a spectrum are sought, and the second when states at both of its ends are sought.

The search for the lowest $k$ states belongs to the first arrangement. With the levels numbered in ascending order, the Ritz values fill an interval that ends at $\theta_k$, and all unwanted levels lie at or above $\lambda_{k+1}$. If $\theta_k<\lambda_{k+1}$, the theorem holds with

$$
\delta=\lambda_{k+1}-\theta_k . \tag{18}
$$

In this case the Sylvester equation also has an explicit solution in terms of evolution in imaginary time. Differentiation gives

$$
\frac{d}{dt}\left(e^{-t\Lambda_2}Se^{tH}\right)=-e^{-t\Lambda_2}(\Lambda_2S-SH)e^{tH}=-e^{-t\Lambda_2}Ye^{tH} .
$$

The norm of $e^{-t\Lambda_2}Se^{tH}$ is at most $e^{-t\lambda_{k+1}}e^{t\theta_k}\|S\|=e^{-\delta t}\|S\|$, which vanishes for $t\to\infty$. Integration from zero to infinity therefore gives $-S$ on the left, and

$$
S=\int_0^\infty e^{-t\Lambda_2}\,Y\,e^{tH}\,dt,\qquad \|S\|\le\|Y\|\int_0^\infty e^{-\delta t}dt=\frac{\|Y\|}{\delta} . \tag{19}
$$

The factor $1/\delta$ appears here as the imaginary time needed to damp the unwanted states relative to the trial states.

The spacings among the wanted levels do not occur in (18). This is the advantage of treating a subspace as a whole. If a single Ritz vector $i$ is compared with a single eigenvector, all other eigenvectors count as unwanted, including its neighbours in the group, and the gap becomes the distance from $\theta_i$ to the nearest of all those other levels. For two nearly degenerate wanted levels this distance can be very small and the bound useless. The individual vectors may then be strongly mixed with each other while the subspace that they span is accurate.

If the two sets interleave so that neither arrangement applies, the bound in the spectral norm with constant 1 can fail. A $4\times4$ matrix with dimensionless entries shows it. Take

$$
A=\begin{pmatrix}H&G^\dagger\\G&W\end{pmatrix},\quad
H=\begin{pmatrix}1&0\\0&-3\end{pmatrix},\quad
W=\begin{pmatrix}3&0\\0&-1\end{pmatrix},\quad
G=\epsilon\begin{pmatrix}2\sqrt3&6\\-6&2\sqrt3\end{pmatrix},
$$

with small $\epsilon>0$, and let the trial subspace be spanned by the first two coordinate vectors. The Ritz values are 1 and $-3$, and the residual consists of the block $G$ below a block of zeros. The unwanted levels are those near 3 and $-1$. In ascending order the levels near $-3,-1,1,3$ are alternately wanted and unwanted.

To leading order in $\epsilon$, the unwanted eigenvectors are the last two coordinate vectors, so that $Y=G$, and the differences $\lambda_j-\theta_i$ are $3-1=2$ and $3+3=6$ in the first row and $-1-1=-2$ and $-1+3=2$ in the second. Dividing the elements of $G$ by these numbers gives

$$
S\approx\epsilon\begin{pmatrix}\sqrt3&1\\3&\sqrt3\end{pmatrix} .
$$

The determinant is $\epsilon^2(3-3)=0$, so $S$ has a single nonzero singular value, equal to its Frobenius norm, $\epsilon\sqrt{3+1+9+3}=4\epsilon$. The columns of $G$ are orthogonal, since $2\sqrt3\cdot6-6\cdot2\sqrt3=0$, and both have the length $\epsilon\sqrt{12+36}=4\sqrt3\,\epsilon$, which is therefore $\|R\|_2$. With $\delta\approx2$,

$$
\frac{\delta\,\|\sin\Theta\|_2}{\|R\|_2}\to\frac{2\cdot4}{4\sqrt3}=\frac{2}{\sqrt3}\approx1.155 . \tag{20}
$$

The theorem with constant 1 would require a ratio of at most 1. Diagonalization of the full matrix for $\epsilon=0.001$ gives 1.1547, so the violation is not produced by the leading-order approximation. The division has changed one sign and reduced one element more than the others, and these two changes turn orthogonal columns into parallel ones. All of the error is then concentrated in one direction. The Frobenius norm cannot be misled in this way: its ratio is 0.816, in agreement with the first form of the theorem. The weaker bound $\sqrt k\,\|R\|_2/\delta$ holds as well, since $\sqrt2>1.155$.

A second limitation is practical. The Ritz values and the residual are known after a calculation, but the unwanted levels of $A$ are not. Usually the trial basis $Q$ is selected from a larger space: $V$ has $m>k$ orthonormal columns, the matrix $V^\dagger AV$ is diagonalized, and the $k$ lowest Ritz vectors form $Q$. It is tempting to put the next Ritz value $\theta_{k+1}$ in place of $\lambda_{k+1}$ in (18). This errs on the unsafe side. The lowest $k+1$ Ritz vectors span a space of dimension $k+1$, and the eigenvectors from number $k+1$ upwards span a space of dimension $n-k$. The dimensions add up to $n+1$, so the two spaces share a unit vector $u$. As a combination of those Ritz vectors it has $u^\dagger Au\le\theta_{k+1}$, and as a combination of those eigenvectors it has $u^\dagger Au\ge\lambda_{k+1}$. Hence

$$
\lambda_{k+1}\le\theta_{k+1},\qquad \theta_{k+1}-\theta_k\ge\lambda_{k+1}-\theta_k . \tag{21}
$$

The gap between Ritz values is never smaller than the true gap, and the quotient formed with it need not be a bound.

Three levels suffice for a failure. Let $A=\mathrm{diag}(0,\,0.1,\,10)$, without units, and let $V$ contain the vector $(\cos\varphi,\sin\varphi,0)^T$ with $\varphi=0.3$ and the third coordinate vector. For $k=1$ the lower Ritz value is $0.1\sin^2\varphi=0.00873$, the residual norm is $0.1\sin\varphi\cos\varphi=0.0282$, and the next Ritz value is 10. The trial space has missed the level at 0.1. With the true gap, $0.1-0.00873=0.0913$, the bound is $0.0282/0.0913=0.309$, above the actual sine of 0.296. With the gap between Ritz values, $10-0.00873=9.99$, the quotient is 0.0028, about a hundred times smaller than the sine that it is supposed to bound. A safe statement needs a lower bound $\ell$ on $\lambda_{k+1}$ with $\ell>\theta_k$. Since $\ell-\theta_k\le\delta$, the quotient $\|R\|/(\ell-\theta_k)$ is then a valid bound.

An anharmonic oscillator shows the theorem at work in a variational calculation. In atomic units, with unit mass and unit frequency, the Hamiltonian is

$$
\hat h=\frac{\hat p^2}{2}+\frac{\hat x^2}{2}+g\hat x^4,\qquad g=0.05\ \text{hartree/bohr}^4 .
$$

Its matrix in the lowest 80 harmonic-oscillator functions is taken as $A$, and all angles refer to this finite space. The four lowest levels are 0.5326, 1.6534, 2.8740 and 4.1763 hartree, and they change by less than $10^{-9}$ hartree when the basis is enlarged to 120 functions. The trial space consists of the first $m$ functions, and the three lowest Ritz vectors form $Q$, so $k=3$.

For $m=6$ the third Ritz value is 2.8751 hartree and the spectral norm of the residual is 0.1104 hartree. The gap and the bound are

$$
\delta=4.1763-2.8751=1.3012\ \text{hartree},\qquad
\frac{\|R\|_2}{\delta}=\frac{0.1104}{1.3012}=0.085 .
$$

The actual sines are 0.0113, 0.0060 and 0.0021. The bound holds, and it exceeds the largest sine by a factor of 7.5. For the larger trial spaces listed in the table both quantities fall:

| $m$ | $\lVert R\rVert_2$ (hartree) | bound | largest sine |
|---|---|---|---|
| 6 | 0.1104 | 0.0849 | 0.0113 |
| 8 | 0.0754 | 0.0579 | 0.0098 |
| 10 | 0.0402 | 0.0308 | 0.0032 |
| 12 | 0.0083 | 0.0064 | 0.0004 |
| 16 | 0.0021 | 0.0016 | 0.0001 |

The reason for the surplus can be read from the Sylvester equation. Squaring and summing $(\lambda_j-\theta_i)s_{ji}=y_{ji}$ shows that

$$
\frac{\|Y\|_F^2}{\|S\|_F^2}=\frac{\sum_{ij}(\lambda_j-\theta_i)^2|s_{ji}|^2}{\sum_{ij}|s_{ji}|^2} \tag{22}
$$

is the mean square of the energy differences, weighted with the admixtures. For $m=6$ the Frobenius norms are $\|R\|_F=0.1217$ hartree and $\|S\|_F=0.01294$. Here $\|Y\|_F$ may be replaced by $\|R\|_F$. The part of $R$ that is missing from $Y$ is $X_1^\dagger R=X_1^\dagger(I-QQ^\dagger)R$, because $Q^\dagger R=0$. The square of its first factor is $X_1^\dagger(I-QQ^\dagger)X_1=I-CC^\dagger$ with $C=X_1^\dagger Q$, whose eigenvalues are the squared sines. The missing part is thus at most 0.0113 of $\|R\|_F$, and since it enters through its square, it changes the norm by less than one part in ten thousand. The root-mean-square difference is

$$
\frac{0.1217}{0.01294}=9.4\ \text{hartree} ,
$$

which is 7.2 times the gap of 1.30 hartree. The Frobenius bound, $0.1217/1.3012=0.0935$, exceeds $\|S\|_F$ by this same factor. The energy differences that belong to the actual admixtures are thus, in the root mean square, much larger than the gap to the fourth level, whereas the theorem has to allow for the possibility that the whole residual points to the nearest unwanted state. Part of the surplus is due to symmetry. The Hamiltonian conserves parity, the third Ritz vector is even and the fourth level is odd, so the pair that defines $\delta$ has no admixture at all. The fourth level enters only the second Ritz vector, and the smallest difference that carries an admixture is about 2.5 hartree.

In this example the gap between Ritz values does little harm. For $m=6$ it is 1.3100 hartree instead of 1.3012, an excess of 0.7 % over the true gap, because the fourth level is already well represented. That knowledge comes from the levels of the full matrix and not from the six-function calculation. The numerical output printed below contains the remaining values, together with tests of both forms of the theorem on random Hermitian matrices.

## Computed values

```
RANDOM HERMITIAN MATRICES (size 12)
Sylvester equation, norm of error: 3.2e-15
random trials per geometry: 400
interleaved: 400 used; largest gap*|sin|/|R|: Frobenius 0.240
Ritz values in interval: 400 used; largest gap*|sin|/|R|: spectral 0.395, trace 0.375, Frobenius 0.373
unwanted levels in interval: 398 used; largest gap*|sin|/|R|: spectral 0.284, trace 0.268, Frobenius 0.269
COUNTEREXAMPLE, INTERLEAVED SETS (4x4, dimensionless)
coupling scale: 0.001; gap: 1.99999
|R| spectral: 0.006928; largest sine: 0.004000
gap*|sin|/|R|: spectral 1.15468, Frobenius 0.81649; 2/sqrt(3) = 1.15470
THREE LEVELS 0, 0.1, 10 (dimensionless)
tilt: 0.30 rad; sine: 0.29552; |R|: 0.028232
Ritz values: 0.008733, 10.000
bound with true gap: 0.30934; with gap from Ritz values: 0.002826
QUARTIC OSCILLATOR (mass 1, frequency 1, atomic units)
g: 0.05 hartree/bohr^4; basis size: 80; wanted: 3
lowest four levels (hartree): 0.532643, 1.653436, 2.873980, 4.176339
their change in a basis of 120 is below 1e-9 hartree: True
m | theta_3 | true gap | Ritz gap | |R| (all hartree) | bound | sine
 6 | 2.875095 | 1.301244 | 1.310024 | 0.110427 | 0.084863 | 0.011299
 8 | 2.874657 | 1.301682 | 1.302589 | 0.075367 | 0.057900 | 0.009780
10 | 2.874089 | 1.302250 | 1.302648 | 0.040159 | 0.030838 | 0.003154
12 | 2.873982 | 1.302357 | 1.302386 | 0.008323 | 0.006390 | 0.000365
16 | 2.873980 | 1.302359 | 1.302360 | 0.002089 | 0.001604 | 0.000090
20 | 2.873980 | 1.302359 | 1.302359 | 0.000095 | 0.000073 | 0.000003
m = 6, three sines: 0.011299, 0.005954, 0.002102
m = 6, Frobenius: |R| 0.121686 hartree, bound 0.093515, |sin| 0.012944
```
